# Spin-Orbit Splitting of d-Band States at K in Dichalcogenide Monolayers: test program

```python
"""Spin-orbit splitting at K of a transition-metal dichalcogenide monolayer.

Result under test: with H_so = lam * L.S on the metal d shell, the valence
state m=+2 at K splits by 2*lam at first order, a pure d_z2 state (m=0) does
not; d_z2 splits only at order lam**2, through the m=+1 and m=-1 states.
Symbols: m = orbital projection about the metal; lam = metal coupling;
lam_x = chalcogen coupling; bond = hopping matrix along +x (lattice constant 1).
Real orbital order: z2, x2-y2, xy, xz, yz. Energies in millihartree (mHa).
Splittings are signed: E(spin up) - E(spin down).
"""
import numpy as np
from scipy.constants import physical_constants

MEV_PER_MHA = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)

# ---- d orbitals as quadratic forms, integrated on the unit sphere ----
forms = np.zeros((5, 3, 3))
forms[0] = np.diag([-1.0, -1.0, 2.0]) / (2 * np.sqrt(3))
forms[1] = np.diag([0.5, -0.5, 0.0])
for index, (a, b) in zip((2, 3, 4), ((0, 1), (0, 2), (1, 2))):
    forms[index, a, b] = forms[index, b, a] = 0.5
forms *= np.sqrt(15 / (4 * np.pi))

nodes, node_weights = np.polynomial.legendre.leggauss(8)
phis = 2 * np.pi * np.arange(16) / 16
cos_t, phi = [g.ravel() for g in np.meshgrid(nodes, phis, indexing="ij")]
weights = np.repeat(node_weights, 16) * 2 * np.pi / 16
sin_t = np.sqrt(1 - cos_t**2)
points = np.stack([sin_t * np.cos(phi), sin_t * np.sin(phi), cos_t], axis=1)


def orbital_values(pts):
    return np.einsum("pa,iab,pb->ip", pts, forms, pts)


values = orbital_values(points)
assert np.allclose((values * weights) @ values.T, np.eye(5), atol=1e-12)

# L = -i r x grad, from the gradients of the orbitals
gradients = 2 * np.einsum("iab,pb->ipa", forms, points)
l_on_orbitals = -1j * np.cross(points[None, :, :], gradients)
L = np.einsum("p,ip,jpc->cij", weights, values, l_on_orbitals)

root2 = np.sqrt(2)
m_values = np.array([2, 1, 0, -1, -2])
U = np.array([[0, 1, 1j, 0, 0], [0, 0, 0, -1, -1j], [root2, 0, 0, 0, 0],
              [0, 0, 0, 1, -1j], [0, 1, -1j, 0, 0]]).T / root2


def to_m_basis(matrix):
    return U.conj().T @ matrix @ U


ladder = np.zeros((5, 5))
for col in range(1, 5):
    ladder[col - 1, col] = np.sqrt(6 - m_values[col] * (m_values[col] + 1))
assert np.allclose(to_m_basis(L[2]), np.diag(m_values), atol=1e-12)
assert np.allclose(to_m_basis(L[0] + 1j * L[1]), ladder, atol=1e-12)
# every real orbital has zero mean angular momentum
assert max(abs(np.diag(L[c])).max() for c in range(3)) < 1e-12

# ---- spin-orbit operator and its first-order projections ----
spin = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
LS = sum(np.kron(L[c], spin[c]) for c in range(3))
SZ = np.kron(np.eye(5), spin[2])


def project(m):
    state = U[:, [list(m_values).index(m)]]
    basis = np.kron(state, np.eye(2))
    return basis.conj().T @ LS @ basis


assert np.allclose(project(2), np.diag([1, -1]), atol=1e-12)
assert np.allclose(project(0), 0, atol=1e-12)

# ---- lattice Hamiltonian with threefold axis and horizontal mirror ----
c3, s3 = -0.5, np.sqrt(3) / 2
rotation = np.array([[c3, -s3, 0], [s3, c3, 0], [0, 0, 1]])
# rows of points @ rotation are the inversely rotated points
D = (values * weights) @ orbital_values(points @ rotation).T
K = np.array([4 * np.pi / 3, 0.0])
generic_k = np.array([0.9, 0.4])


def bloch_hamiltonian(k, onsite, bond):
    H = onsite.astype(complex)
    vector, hop = np.array([1.0, 0.0]), bond
    for _ in range(3):
        phase = np.exp(1j * k @ vector)
        H = H + phase * hop + np.conj(phase) * hop.T
        vector, hop = rotation[:2, :2] @ vector, D @ hop @ D.T
    return H


def off_diagonal(matrix):
    return np.abs(matrix - np.diag(np.diag(matrix))).max()


parity = np.array([1, 1, 1, -1, -1])
mirror_allowed = np.equal.outer(parity, parity)


def level_formula(onsite, bond):
    """Energies at K in the order m = 2, 1, 0, -1, -2."""
    out = {0: onsite[0, 0] - 3 * bond[0, 0]}
    for m, a, b in ((2, 1, 2), (1, 3, 4)):
        mean = onsite[a, a] - 1.5 * (bond[a, a] + bond[b, b])
        half = 1.5 * np.sqrt(3) * (bond[a, b] - bond[b, a])
        out[m], out[-m] = mean + half, mean - half
    return np.array([out[m] for m in m_values])


for _ in range(5):
    raw = rng.normal(size=(5, 5)) * mirror_allowed
    raw = raw + raw.T
    site = (raw + D @ raw @ D.T + D @ D @ raw @ D.T @ D.T) / 3
    hop = rng.normal(size=(5, 5)) * mirror_allowed
    H_K = to_m_basis(bloch_hamiltonian(K, site, hop))
    assert off_diagonal(H_K) < 1e-11
    assert off_diagonal(to_m_basis(bloch_hamiltonian(generic_k, site, hop))) > 1e-2
    assert np.allclose(np.diag(H_K).real, level_formula(site, hop), atol=1e-11)
    # restoring inversion makes the bond matrix symmetric
    even_hop = (hop + hop.T) / 2
    E_even = np.diag(to_m_basis(bloch_hamiltonian(K, site, even_hop))).real
    assert np.allclose(E_even, E_even[::-1], atol=1e-11)
    for k in (K, generic_k):
        H = np.kron(bloch_hamiltonian(k, site, even_hop), np.eye(2)) + 0.3 * LS
        e = np.linalg.eigvalsh(H)
        assert np.allclose(e[::2], e[1::2], atol=1e-10)

# ---- worked model: chosen parameters in mHa ----
onsite = np.diag([30.0, 50.0, 50.0, 130.0, 130.0])
bond = np.zeros((5, 5))
bond[0, 0] = -10.0
bond[0, 1] = bond[1, 0] = 15.0
bond[0, 2], bond[2, 0] = 12.0, -12.0
bond[1, 2], bond[2, 1] = -10.0, 10.0
bond[3, 4], bond[4, 3] = 4.0, -4.0
H_K = bloch_hamiltonian(K, onsite, bond)
H_minus_K = bloch_hamiltonian(-K, onsite, bond)
levels = np.diag(to_m_basis(H_K)).real
E = dict(zip(m_values.tolist(), levels))
assert E[2] < E[0] < min(E[1], E[-1], E[-2])


def splittings(H, lam):
    """Signed valence and conduction splittings by full diagonalization."""
    e, v = np.linalg.eigh(np.kron(H, np.eye(2)) + lam * LS)
    sz = np.einsum("ia,ij,ja->a", v.conj(), SZ, v).real
    result = []
    for low in (0, 2):
        assert sz[low] * sz[low + 1] < 0
        result.append((e[low + 1] - e[low]) * np.sign(sz[low + 1]))
    return result


second_coefficient = 1.5 * (1 / (E[-1] - E[0]) - 1 / (E[1] - E[0]))
small = 0.04
val_small, con_small = splittings(H_K, small)
# tolerances cover the next order in lam / level spacing
assert abs(val_small / small - 2) < 1e-3
assert abs(con_small / small) < 1e-3
assert abs(con_small / small**2 / second_coefficient - 1) < 5e-3
val_second = small / (E[1] - E[2])
assert abs((val_small / small - 2) / val_second - 1) < 5e-3


def lower_root(e_a, e_b, coupling):
    return (e_a + e_b) / 2 - np.hypot((e_b - e_a) / 2, coupling)


lam = 4.0
val, con = splittings(H_K, lam)
val_closed = E[2] + lam - lower_root(E[2] - lam, E[1] + lam / 2, lam)
con_up = lower_root(E[0], E[1] - lam / 2, lam * np.sqrt(1.5))
con_down = lower_root(E[0], E[-1] - lam / 2, lam * np.sqrt(1.5))
assert abs(val - val_closed) < 1e-10
assert abs(con - (con_up - con_down)) < 1e-10
val_other, con_other = splittings(H_minus_K, lam)
assert abs(val + val_other) < 1e-10 and abs(con + con_other) < 1e-10

# ---- chalcogen admixture: d_z2 plus mirror-even p_x, p_y, p_z ----
p_energy, g_plane, g_z, lam_x = -100.0, 20.0, 10.0, 1.0
coupling = np.zeros(3, complex)
for angle in np.deg2rad([30, 150, 270]):
    direction = np.array([np.cos(angle), np.sin(angle)])
    phase = np.exp(1j * K @ direction / np.sqrt(3))
    coupling += phase * np.array([*(g_plane * direction), g_z])
H_dp = np.diag([E[0], p_energy, p_energy, p_energy]).astype(complex)
H_dp[0, 1:], H_dp[1:, 0] = coupling, coupling.conj()
p_lz = np.zeros((4, 4), complex)
p_lz[1, 2], p_lz[2, 1] = -1j, 1j
mixed = np.linalg.eigh(H_dp)[1][:, -1]
p_weight = np.sum(np.abs(mixed[1:]) ** 2)
p_m = (mixed.conj() @ p_lz @ mixed).real / p_weight
assert abs(p_m + 1) < 1e-10
chalcogen_split = (np.linalg.eigvalsh(H_dp + 0.5 * lam_x * p_lz)[-1]
                   - np.linalg.eigvalsh(H_dp - 0.5 * lam_x * p_lz)[-1])
assert abs(chalcogen_split / (-p_weight * lam_x) - 1) < 1e-3
assert chalcogen_split * con < 0

# ---- printed numbers ----
print("INPUTS (lattice constant 1, bond along +x)")
for label, i in (("z2", 0), ("x2-y2 and xy", 1), ("xz and yz", 3)):
    print(f"on-site energy {label}: {onsite[i, i]:.1f} mHa")
names = ["z2", "x2-y2", "xy", "xz", "yz"]
for i, j in ((0, 0), (0, 1), (1, 0), (0, 2), (2, 0), (1, 2), (2, 1), (3, 4), (4, 3)):
    print(f"hopping T[{names[i]},{names[j]}]: {bond[i, j]:.1f} mHa")
print("ORBITAL LEVELS AT K, NO SPIN-ORBIT COUPLING")
for m in m_values.tolist():
    print(f"E(m={m:+d}): {E[m]:.3f} mHa")
print(f"orbital gap E(0)-E(2): {E[0] - E[2]:.3f} mHa")
print(f"largest off-diagonal element at K (m basis): "
      f"{off_diagonal(to_m_basis(H_K)):.1e} mHa")
H_generic = to_m_basis(bloch_hamiltonian(generic_k, onsite, bond))
print(f"same at k=({generic_k[0]:.1f},{generic_k[1]:.1f}): "
      f"{off_diagonal(H_generic):.2f} mHa")
print("FULL DIAGONALIZATION, E(up)-E(down) AT K")
for value in (1.0, 2.0, 4.0):
    v_split, c_split = splittings(H_K, value)
    print(f"lam={value:.0f} mHa: valence {v_split:.4f} mHa, "
          f"conduction {c_split:.4f} mHa")
print("COMPARISON AT lam = %.0f mHa" % lam)
print(f"valence, first order: {2 * lam:.4f} mHa")
print(f"valence, through second order: {2 * lam + lam**2 / (E[1] - E[2]):.4f} mHa")
print(f"valence, full: {val:.4f} mHa = {val * MEV_PER_MHA:.1f} meV")
print(f"conduction, first order: {lam * (project(0)[0, 0] - project(0)[1, 1]).real:.4f} mHa")
print(f"E(-1)-E(0): {E[-1] - E[0]:.3f} mHa")
print(f"E(+1)-E(0): {E[1] - E[0]:.3f} mHa")
print(f"conduction, second order: {second_coefficient * lam**2:.4f} mHa")
print(f"conduction, full: {con:.4f} mHa = {con * MEV_PER_MHA:.2f} meV")
print(f"at -K, full: valence {val_other:.4f} mHa, conduction {con_other:.4f} mHa")
print("CHALCOGEN ADMIXTURE IN A SEPARATE d_z2-p MODEL")
print(f"p energy: {p_energy:.1f} mHa; chalcogen coupling: {lam_x:.1f} mHa")
print(f"bond coupling: in-plane {g_plane:.1f} mHa, p_z {g_z:.1f} mHa")
print(f"p weight in conduction state: {p_weight:.4f} (dimensionless)")
print(f"orbital projection of p part: {p_m:.3f} (units of hbar)")
print(f"chalcogen splitting E(up)-E(down): {chalcogen_split:.4f} mHa")
print("checks complete")
```

Running it gives:

```
INPUTS (lattice constant 1, bond along +x)
on-site energy z2: 30.0 mHa
on-site energy x2-y2 and xy: 50.0 mHa
on-site energy xz and yz: 130.0 mHa
hopping T[z2,z2]: -10.0 mHa
hopping T[z2,x2-y2]: 15.0 mHa
hopping T[x2-y2,z2]: 15.0 mHa
hopping T[z2,xy]: 12.0 mHa
hopping T[xy,z2]: -12.0 mHa
hopping T[x2-y2,xy]: -10.0 mHa
hopping T[xy,x2-y2]: 10.0 mHa
hopping T[xz,yz]: 4.0 mHa
hopping T[yz,xz]: -4.0 mHa
ORBITAL LEVELS AT K, NO SPIN-ORBIT COUPLING
E(m=+2): -1.962 mHa
E(m=+1): 150.785 mHa
E(m=+0): 60.000 mHa
E(m=-1): 109.215 mHa
E(m=-2): 101.962 mHa
orbital gap E(0)-E(2): 61.962 mHa
largest off-diagonal element at K (m basis): 9.2e-14 mHa
same at k=(0.9,0.4): 25.27 mHa
FULL DIAGONALIZATION, E(up)-E(down) AT K
lam=1 mHa: valence 2.0065 mHa, conduction 0.0142 mHa
lam=2 mHa: valence 4.0257 mHa, conduction 0.0573 mHa
lam=4 mHa: valence 8.1007 mHa, conduction 0.2335 mHa
COMPARISON AT lam = 4 mHa
valence, first order: 8.0000 mHa
valence, through second order: 8.1047 mHa
valence, full: 8.1007 mHa = 220.4 meV
conduction, first order: 0.0000 mHa
E(-1)-E(0): 49.215 mHa
E(+1)-E(0): 90.785 mHa
conduction, second order: 0.2233 mHa
conduction, full: 0.2335 mHa = 6.35 meV
at -K, full: valence -8.1007 mHa, conduction -0.2335 mHa
CHALCOGEN ADMIXTURE IN A SEPARATE d_z2-p MODEL
p energy: -100.0 mHa; chalcogen coupling: 1.0 mHa
bond coupling: in-plane 20.0 mHa, p_z 10.0 mHa
p weight in conduction state: 0.0583 (dimensionless)
orbital projection of p part: -1.000 (units of hbar)
chalcogen splitting E(up)-E(down): -0.0583 mHa
checks complete
```
